Strain tensors from polarized Raman maps with independent doping data

**Definitions and conventions**

The sheet is a flat honeycomb monolayer with two identical atoms per cell, measured in backscattering. Its zone-centre optical vibration is a doublet: the sublattices move against each other along an in-plane vector u. Strain ε is small, symmetric and positive in tension. All tensors refer to fixed laboratory axes x, y. The algebra sets ħ = 1; numbers are in meV, nm and percent strain. Define

t = εxx + εyy, d = εxx − εyy, s = 2εxy

Δ = √(d² + s²), d = Δ cos 2ψ, s = Δ sin 2ψ.

The principal strains are (t ± Δ)/2, and ψ is the axis of the larger one. The incident and analysed polarizations have angles αi and αs, with Σ = αi + αs. The zigzag direction has angle χ, and c = Σ − 3χ. The carrier density is n, its independent reading is n_r, and the reading's standard error is σ_n.

The calibrated inputs are the neutral, unstrained phonon energy ω0, the strain coefficients γ and β, and the doping shift P(n). The line has half width g, height parameter A and background b.

**How strain enters**

The squared frequencies are eigenvalues of a real symmetric matrix D acting on u. Without strain, threefold symmetry makes D = ω0² I. Write the traceless part of its first-order change as the complex number D₂ = (δDxx − δDyy)/2 + iδDxy, and that of strain as e₂ = (d + is)/2.

Turning the strain by 120° leaves the crystal unchanged but multiplies both D₂ and e₂ by exp(4πi/3). A linear law for D₂ can therefore contain e₂, but neither t nor e₂*. A mirror conjugates both numbers, so the coefficient is real. The trace of δD can contain only t. Relaxation of the sublattices under strain obeys the same symmetry and changes only the coefficients.

Since √(ω0² I + δD) = ω0 I + δD/(2ω0) to first order, the energy matrix is

W = ω̄ I − (βω0/2) M, M = [[d, s],[s, −d]]

ω̄ = ω0 + P(n) − γω0 t.

Direct multiplication gives M² = Δ² I, so M has eigenvalues ±Δ. For the vector (cos ψ, sin ψ),

M(cos ψ, sin ψ) = Δ(cos 2ψ cos ψ + sin 2ψ sin ψ, sin 2ψ cos ψ − cos 2ψ sin ψ) = Δ(cos ψ, sin ψ).

The mode along ψ has energy ω̄ − βω0Δ/2, and the perpendicular mode ω̄ + βω0Δ/2. Symmetry does not fix the sign of β. A relaxed lattice of anharmonic bonds and angle springs gave γ = 1.14 but β = −0.26, whereas the example below takes β = 1. Using the wrong sign reverses d and s, which turns the inferred axis by 90°.

**How polarization enters**

The Raman tensor R is taken as real and symmetric. Threefold symmetry forbids a trace linear in u. For traceless R,

e_s·R·e_i = Rxx cos Σ + Rxy sin Σ = Re[r exp(−iΣ)], r = Rxx + iRxy.

Let the displacement be U = exp(iφ), first in crystal axes with x along zigzag. A 120° turn multiplies U by exp(2πi/3) and r by exp(4πi/3). Since U* acquires exp(−2πi/3) = exp(4πi/3), the allowed law is r = kU*. The mirror x → −x maps U to −U* and r to r*. It requires −kU = k*U, so k is imaginary: k = ia.

In laboratory axes, φ becomes φ − χ and Σ becomes Σ − 2χ inside this law. The amplitude is

Re{ia exp[−i(Σ + φ − 3χ)]} = a sin(c + φ).

Expanding the sine gives a q·u with

q = (sin c, cos c), u = (cos φ, sin φ).

The mode along ψ has weight sin²(c + ψ), the other cos²(c + ψ). Only the sum Σ matters, so with ideal linear polarizations turning the analyser alone is sufficient. Adding 60° to χ leaves both weights unchanged.

**The doping shift**

Consider one electron pair with energies −x and x, coupled to the phonon by M_e(a + a†) between the bands. With the lower state filled, the one-phonon state couples to the upper electronic state with zero or two phonons. Its second-order shift is M_e²/(ω0 − 2x) − 2M_e²/(ω0 + 2x). The zero-phonon state shifts by −M_e²/(ω0 + 2x). Their difference changes the phonon energy by

M_e²/(ω0 − 2x) − M_e²/(ω0 + 2x) = −4x M_e²/(4x² − ω0²).

Doping up to the Fermi energy E_F blocks pairs with x < E_F and removes their contribution, which reverses the sign. For Dirac electrons at angle θ, the interband coupling is proportional to u_x cos θ + u_y sin θ. Its square averages over θ to (u_x² + u_y²)/2, so at zero strain doping shifts both modes equally. The density of pairs is proportional to x. Collecting constants in κ gives the principal-value integral

P = κ ∫₀^{E_F} x²/(x² − h²) dx, h = ω0/2.

Writing x²/(x² − h²) = 1 + h²/(x² − h²) and integrating,

P = κ[E_F + (ω0/4) ln|(2E_F − ω0)/(2E_F + ω0)|].

With fourfold spin and valley degeneracy, n = k_F²/π, hence E_F = v√(πn). The slope is

P′(n) = κ [E_F²/(E_F² − h²)] E_F/(2n).

For E_F ≫ h, P approaches κE_F and grows as √n. Near E_F = h the zero-temperature slope diverges, and below h it is negative. Real pair creation also makes the linewidth depend on doping there. The scheme below requires E_F to exceed h by several kT.

**Spectrum and starting estimate**

With equal damping for both modes, the expected counts are

m(E) = b − A g Im[qᵀGq], G = (E + ig − W)⁻¹.

In the eigenvectors of W this becomes

m(E) = b + A{sin²(c + ψ) L(E − ω̄ + δ) + cos²(c + ψ) L(E − ω̄ − δ)}

L(x) = g²/(x² + g²), δ = βω0Δ/2.

The mean of the line centres, weighted by intensity, is

qᵀWq = ω̄ − (βω0/2)[d(sin² c − cos² c) + 2s sin c cos c]

= ω̄ + (βω0/2)[d cos 2c − s sin 2c].

Three values of Σ that differ modulo 180° determine ω̄, d and s: a nonzero function of the form a₀ + a₁ cos 2c + a₂ sin 2c has at most two zeros per period. A centroid over the measured window supplies approximate line means. It serves only as a start, because the first moment of a Lorentzian does not converge absolutely and noise far from the centre carries a large lever arm.

In the weak-splitting limit, expansion to first order in δ gives

m = b + A[L(E − ω̄) − δ cos 2(c + ψ) L′(E − ω̄)].

Polarized spectra thus remain linearly sensitive to d and s when the lines merge. Averaging over Σ removes this term and leaves A δ²L″/2, which contains the size of the splitting but not its axis. At Δ = 0 the axis is undefined, while d and s remain good fit variables.

**Why doping data are needed**

Strain trace and density enter the spectrum only through ω̄ when g is independent of n. A change that satisfies

P′(n) dn − γω0 dt = 0, or dt/dn = P′(n)/(γω0),

leaves every polarized spectrum unchanged. More counts or polarization settings cannot remove this degeneracy. The reading n_r does so through a Gaussian penalty. Up to constants, the negative log likelihood is

F = Σ_j (m_j − y_j ln m_j) + (n − n_r)²/(2σ_n²),

where y_j are Poisson counts. For J = ∂m/∂p, the count part of the gradient is −Σ_j J_j(y_j − m_j)/m_j. Its second derivative is Σ_j [y_j J_jJ_jᵀ/m_j² + (1 − y_j/m_j)∂²m_j]. Taking the expectation y_j = m_j leaves the Fisher matrix Σ_j J_jJ_jᵀ/m_j.

Differentiating G(E + ig − W) = I at fixed g gives dG = G dW G. Differentiating with respect to g gives dG/dg = −iG². With v = Gq, and no complex conjugation in the products,

∂m/∂p_k = −A g Im[vᵀ(∂W/∂p_k)v] for strain and density

∂m/∂g = −A Im[qᵀGq] + A g Re[vᵀv]

∂m/∂A = −g Im[qᵀGq], ∂m/∂b = 1.

The matrix derivatives are

∂W/∂εxx = −γω0 I − (βω0/2) diag(1, −1)

∂W/∂εyy = −γω0 I + (βω0/2) diag(1, −1)

∂W/∂εxy = −βω0 [[0, 1],[1, 0]], ∂W/∂n = P′(n) I.

No eigenvector is differentiated, so merging lines cause no division by a vanishing splitting.

**Pseudocode**

For each pixel:

1. Estimate b from the window ends and subtract it; compute one centroid per Σ.
2. Solve the three-term linear fit for ω̄, d, s. Set n = n_r and t = [ω0 + P(n_r) − ω̄]/(γω0). Choose positive A and g.
3. Compute m and J for all polarizations together.
4. Form H = Σ_j J_jJ_jᵀ/m_j and f = Σ_j J_j(y_j − m_j)/m_j.
5. Add 1/σ_n² to H_nn; subtract (n − n_r)/σ_n² from f_n.
6. Solve H·step = f. Halve the step until A, g, b are positive, n is admissible and F does not increase.
7. Repeat from 3 until the step is small compared with the statistical errors. Return p and H⁻¹.

For N samples and seven parameters, an iteration costs of order 49N multiplications plus one 7 × 7 solve. Cost is linear in the number of pixels, which are independent. Expressing strain in percent and density in 10¹² cm⁻² avoids extreme numerical values of these parameters. If σ_n is made very large, H becomes nearly singular; this signals missing information, and damping the solve would merely select an arbitrary trace.

**Error budget**

Use ω̄, d, s, A, g, b and n as coordinates. The counts constrain the first six and the reading constrains n, so the Fisher matrix has no cross terms between the two groups. From t = [ω0 + P(n) − ω̄]/(γω0), linear error propagation gives

var(t) = [σ_ω̄² + (P′σ_n)²]/(γω0)².

The same separation means that the fit returns n = n_r. In this regime, fitting ω̄ jointly from the polarized spectra and then subtracting P(n_r) gives the same strain. The penalized form supplies the full covariance directly. If a calibrated g(n) is added, the separation no longer holds and the spectra also inform n.

Orientation enters through ψ − 3χ. An error δχ therefore turns the inferred axis by 3δχ, leaving t and Δ unchanged. In a noise-free fit, a 2° error in χ turned the axis by 6.000°. Without χ the strain axis is undetermined.

**Worked map**

The round parameters are ω0 = 196 meV, γ = 1.9, β = 1, κ = 0.0044 and v = 650 meV nm. An 11 × 11 synthetic map has 500 nm pixels and Σ = 0°, 45°, 90°, 135°. The full linewidth is 1.00 meV, with A = 400 and b = 20 counts per channel.

At the central pixel the true strain is εxx = 0.40%, εyy = −0.06%, εxy = 0.10%. Thus t = 0.34%, d = 0.46% and s = 0.20%. The density is 5 × 10¹² cm⁻², or 0.05 nm⁻², and

E_F = 650√(π × 0.05) = 257.6 meV

P = 0.0044[257.6 + 49 ln(319.2/711.2)] = 0.961 meV

−γω0t = −1.9 × 196 × 0.0034 = −1.266 meV.

The mean shift is only −0.305 meV: doping hides about three quarters of the strain shift. The splitting is 196√(0.0046² + 0.0020²) = 0.983 meV, or 7.93 cm⁻¹, nearly equal to the linewidth.

At the central density and zero temperature the null slope is 0.0356% trace per 10¹² cm⁻²; it is about 0.038% at 300 K, and 0.046% at 3.5 × 10¹² cm⁻² and zero temperature. A reading error of 0.20 × 10¹² cm⁻² contributes 0.0071%, and counting noise 0.0018%. Their quadrature sum is 0.0073%. For these settings, better density data improve the trace more than longer exposure.

The simulated reading was 4.707 × 10¹² cm⁻², 0.293 too low in those units. It should lower t by 0.293 × 0.0356 = 0.0104%. The fit gives t = 0.3302%, which is 0.0098% low; the remaining difference is within counting noise. The components are

εxx = 0.392 ± 0.005%, εyy = −0.062 ± 0.005%, εxy = 0.108 ± 0.005%.

The fitted axis is 12.7°, against 11.75° in the input.

Over the map, the rms errors of t, d and s are 0.0085%, 0.0077% and 0.0100%. Divided pixel by pixel by their predicted errors, they have rms values 1.11, 1.04 and 1.04. For 121 independent Gaussian values the expected scatter about one is roughly 0.065, so the trace value is somewhat high but not decisive evidence of a wrong covariance. Joint fitting reduces the pooled rms error of d and s from 0.035% at the start to 0.0089%. No pixel needed more than seven iterations.

Setting n = 0 in the fit shifts the mean trace by −0.256%, against −0.257% predicted from −P/(γω0). The deviatoric components d and s are unaffected. Good agreement between spectrum and fit cannot reveal this bias, because the spectra are degenerate. The numerical output lists the remaining values.

**Failure modes and the real case**

These parameters lie in the rough regime of doped graphene. A density reading with an error of 0.20 × 10¹² cm⁻² at every pixel, 3% to 6% over this map, is demanding; a Hall measurement averages over a channel and cannot by itself supply a local map. Real devices also break the assumption that P contains only the dynamic electronic term. Charge changes the static bond forces too. At the central density, a rough coefficient of 0.025 meV per 10¹² cm⁻² gives a trace error of 0.034%, more than four times the stated random error. Its sign depends on carrier type, so P(n) should be calibrated on the device type used.

Other effects, sized for the central pixel, are:

- A common 5% density error biases t by about 0.009% and does not average out over the map.
- Heating by 10 K, with a rough slope of −0.002 meV/K, softens the line and adds a false 0.005% to t.
- At 300 K the doping shift changes by −0.0058 meV relative to a neutral reference at the same temperature. Neglecting this raises the inferred t by 0.0015%; the output line labelled as its trace bias carries the sign of the energy shift, opposite to that of the inferred strain error. The residual damping fraction is 0.0025, which supports a density-independent width at this pixel. Both effects are larger at 3.5 × 10¹² cm⁻², the lowest density of the map: the fraction is about 0.013 and neglecting the thermal shift raises t by about 0.006%, close to the random error.
- Strain makes the electron-phonon coupling anisotropic, because the three bonds no longer contribute equally. An anisotropic electron velocity alone would not split the modes: after rescaling the momenta, the average over θ is still isotropic. Taking a relative anisotropy of order 3Δ in the squared coupling, where 3 is a rough hopping decay factor, splits the modes by about 3ΔP. Dividing by βω0 gives an order-of-magnitude error of 0.007% in the deviator, comparable with its random error; the coefficient is uncertain. A nearest-neighbour tight-binding model with hopping decay factor 3 to 3.4 gives 5 to 6 without sublattice relaxation and 1.5 to 2 with partial or full relaxation, that is an error between 0.004% and 0.014%. The output lists this estimate as the velocity anisotropy bias.
- The weights sin² and cos² assume ideal linear polarization, whereas an objective and analyser mix polarizations to some degree. If 5% of the light is depolarized, a fit with the ideal weights lowers d by about 0.006% and s by about 0.004% and leaves t unchanged; at 10% these errors double and that of d exceeds its random error. The depolarized fraction needs its own calibration.
- Quadratic strain terms are 0.010 meV in the spring lattice. Halving the strain reduced them by a factor of 3.995, as expected for a second-order remainder. Their size in a real sheet needs its own calibration.
- The x component of the trace gradient alone spreads line centres by about 0.10 meV across a 500 nm spot. Averaging over such a spot mainly widens the fitted line and biases d by less than 0.001%; six times the spread biases it by about 0.004%. Where the spread approaches the linewidth, one tensor per pixel no longer describes the line shape.

Calibration errors in the strain coefficients scale the answer: at fixed shifts, t varies as 1/γ and Δ as 1/|β|. A 5% error in γ changes the central trace by about 0.017%, again above the random error. The quoted covariance therefore describes counting and density noise within the model, and a claim about absolute strain needs the calibration terms added.

Values computed for the example and the checks

```
Phonon energy w0: 196.0 meV
gamma, beta, kappa: 1.9, 1.0, 0.0044 (no unit)
Dirac velocity times hbar: 650 meV nm
Zigzag angle chi: 10.0 deg
Angle sums Sigma: [  0  45  90 135] deg
Energy window, step: 190.0 to 202.0, 0.15 meV
Height, background: 400, 20 counts
Full linewidth 2g: 1.00 meV
Map: 11 x 11 pixels, pitch 500 nm
Central true exx, eyy, exy: [ 0.4  -0.06  0.1 ] %
Central true density: 5.00 1e12 cm^-2
Density reading error: 0.20 1e12 cm^-2
Central density reading: 4.707 1e12 cm^-2
Fermi energy: 257.6 meV
Doping shift P: 0.9608 meV
Trace strain shift: -1.2662 meV
Net mean shift: -0.3054 meV
Line splitting: 0.9831 meV = 7.93 cm^-1
True strain axis: 11.75 deg
Null direction dtr/dn: 0.03559 % per 1e12 cm^-2
Trace error, counts only: 0.00180 %
Trace error, doping only: 0.00712 %
Trace error, total: 0.00734 %
Central fit exx: 0.3921 +/- 0.0054 %
Central fit eyy: -0.0619 +/- 0.0054 %
Central fit exy: 0.1075 +/- 0.0049 %
Central fit trace: 0.3302 %
Central fit density: 4.707 1e12 cm^-2
Central fit axis: 12.67 deg
Map rms error tr, exx-eyy, 2exy: [0.00845 0.00766 0.01003] %
Map rms pulls, same order: [1.111 1.035 1.035] (no unit)
Mean Pearson chi2 per dof: 1.0027 (no unit)
Largest iteration count: 7 (no unit)
Mean trace bias, n ignored: -0.2562 %
Predicted bias, n ignored: -0.2568 %
Deviator rms error, start: 0.03494 %
Deviator rms error, joint fit: 0.00892 %
Axis turn for 2 deg chi error: 6.000 deg
Spring lattice gamma, beta: 1.142, -0.259 (no unit)
Quadratic error ratio, halved strain: 3.995 (no unit)
Quadratic strain size, spring lattice: 0.01005 meV
Thermal doping correction, 300 K: -0.00576 meV
Its trace bias: -0.00155 %
Open damping fraction, 300 K: 0.00245 (no unit)
Rough static charge coefficient: 0.025 meV per 1e12 cm^-2
Static charge trace bias size: 0.0336 %
Rough heating, slope: 10 K, -0.002 meV/K
Heating trace bias: 0.0054 %
Rough hopping decay factor: 3.0 (no unit)
Velocity anisotropy bias size: 0.0074 %
Laser spot diameter: 500 nm
Line-centre spread in spot: 0.1043 meV
Trace bias size, common 5% n error: 0.0089 %
```
